# The Keldysh equation with its initial-condition term and bound states, part 2

A central region C of fermions is coupled to non-interacting leads from \(t=0\), and we ask what remains of the initial preparation at long times. The Hamiltonian is quadratic:

\[
\hat H=\sum_{ij}h_{ij}d_i^\dagger d_j+\sum_k\epsilon_kc_k^\dagger c_k+\sum_{ik}\left(V_{ik}d_i^\dagger c_k+V_{ik}^*c_k^\dagger d_i\right).
\]

Here \(\hbar=1\), and \(H\) is the one-particle matrix of C and leads together. The initial state is a product: C has density matrix \(\rho_0\), and the lead modes have occupations \(f_k\), written \(f\) for short.

The lesser function is \(G^<_{ij}(t,t')=i\langle d_j^\dagger(t')d_i(t)\rangle\), so orbital \(i\) has occupation \(-iG^<_{ii}(t,t)\). The retarded and advanced functions obey \(G^A(t,t')=[G^R(t',t)]^\dagger\). With \(G_0\) for C without leads, \(g\) for the uncoupled leads and \(\Sigma=VgV^\dagger\), the retarded Dyson equation is

\[
G^R=G_0^R+G_0^R\Sigma^RG^R.
\]

Products are time integrals starting at 0. The Keldysh equation, with its initial-condition term \(I\), is

\[
G^<=G^R\Sigma^<G^A+I,\qquad I(t,t')=i\,u(t)\rho_0u^\dagger(t'),
\]

where \(u(t)=[e^{-iHt}]_{CC}\) and \(G^R(t,0)=-iu(t)\). A numerical check for two orbitals and two leads compared both terms, computed from the Dyson equation on a time grid, with diagonalization of \(H\).

Bound states are normalizable eigenstates of \(H\), with energies \(\varepsilon_b\) and parts \(\varphi_b\) on C. The rest of the spectrum is assumed absolutely continuous, with an integrable density \(B(\omega)\) on C:

\[
u(t)=\sum_b\varphi_b\varphi_b^\dagger e^{-i\varepsilon_bt}+\int d\omega\,B(\omega)e^{-i\omega t}.
\]

By the Riemann–Lebesgue lemma the integral tends to zero at long times. Thus \(I\) survives if and only if some bound state has \(\rho_0\varphi_b\neq0\).

Q: Give me a case where I can find the bound states by hand.

A: Take one level \(\epsilon_d\) coupled by \(V\) to the end of a semi-infinite chain with hopping \(J>0\) and site energy zero. The Fourier transform of the retarded Dyson equation is \(G^R(\omega)=1/[\omega-\epsilon_d-\Sigma(\omega)]\) with \(\Sigma=V^2g\), where \(g\) is now the retarded function of the end site. Removing that site leaves the same chain, so eliminating the remainder gives \(g=1/(\omega-J^2g)\), or \(J^2g^2-\omega g+1=0\). Put \(\omega=J(x+1/x)\) with \(|x|<1\). The root that decays as \(1/\omega\) at large \(\omega\) is

\[
g=\frac{x}{J},
\]

since \(x^2-(x+1/x)x+1=0\). Inside the band \(|\omega|<2J\) the retarded limit is \(x=e^{-i\theta}\), \(\omega=2J\cos\theta\), \(0<\theta<\pi\), and the level width is

\[
\Gamma(\omega)=-2\,\mathrm{Im}\,\Sigma=\frac{2V^2}{J}\sin\theta=\frac{V^2}{J^2}\sqrt{4J^2-\omega^2}.
\]

As \(\Gamma>0\) there, a bound state must lie outside the open band, at a zero of \(\omega-\epsilon_d-\Sigma\). Multiplying by \(x/J\),

\[
\left(1-\frac{V^2}{J^2}\right)x^2-\frac{\epsilon_d}{J}x+1=0,\qquad |x|<1 .
\]

Its weight on the level is the residue of \(G^R\), \(Z_b=1/[1-\Sigma'(\varepsilon_b)]\). From \(d\omega/dx=-J(1-x^2)/x^2\) we get \(\Sigma'=-V^2x^2/[J^2(1-x^2)]\), and

\[
Z_b=\left[1+\frac{V^2}{J^2}\frac{x^2}{1-x^2}\right]^{-1}.
\]

Q: So a bound state requires the level to lie outside the band?

A: No. Above the band \(\omega-\epsilon_d-\Sigma\) increases, because \(\Sigma'<0\), and it tends to \(+\infty\). It has one zero there when its value at the edge is negative. With \(\Sigma(2J)=V^2/J\) this means

\[
\epsilon_d+V^2/J>2J .
\]

The mirror condition for a state below the band is \(-\epsilon_d+V^2/J>2J\). The real part of \(\Sigma\) has the sign of \(\omega\), so the coupling pushes the level away from the centre of the band, and strong coupling can produce a state on each side.

I shall use three cases, with energies in \(J\) and times in \(\hbar/J\):

- A: \(\epsilon_d=0.5\), \(V=0.8\). Here \(0.5+0.64<2\) and \(-0.5+0.64<2\), so there is no bound state.
- B: \(\epsilon_d=1.8\), \(V=0.8\). Now \(1.8+0.64>2\), so there is one, above the band, although the bare level is inside it.
- C: \(\epsilon_d=0.2\), \(V=1.8\). Both \(0.2+3.24\) and \(-0.2+3.24\) exceed 2, so there are two.

Q: Start with A. How fast is the preparation forgotten? I would guess exponentially.

A: Not in the long run. The density in \(u\) is \(B=-\mathrm{Im}\,G^R/\pi=\Gamma|G^R|^2/2\pi\). Away from the band edges it is smooth, and repeated integration by parts makes a smooth interior portion fall faster than any power of \(t\). The edges decide. Near the upper one let \(\omega=2J-\delta\). Then

\[
\Gamma\simeq\frac{2V^2\sqrt\delta}{J^{3/2}},\qquad G^R\simeq\frac1{D_+},\qquad D_+=2J-\epsilon_d-\frac{V^2}{J}.
\]

The integral needed is

\[
\int_0^\infty d\delta\,\sqrt\delta\,e^{i\delta t}=\frac{\sqrt\pi}{2}\,t^{-3/2}e^{3i\pi/4},
\]

understood with a small convergence factor. The lower edge contributes in the same way, with the conjugate phases and \(D_-=-2J-\epsilon_d+V^2/J\). Together, to leading order at large \(t\),

\[
u(t)\simeq\frac{V^2}{2\sqrt\pi J^{3/2}t^{3/2}}\left[\frac{e^{-2iJt+3i\pi/4}}{D_+^2}+\frac{e^{2iJt-3i\pi/4}}{D_-^2}\right].
\]

In case A, \(D_+=0.86\) and \(D_-=-1.86\). The survival probability \(|u|^2\) is 0.10 at \(t=2\), \(1.1\times10^{-5}\) at \(t=20\) and \(8\times10^{-8}\) at \(t=100\). Between \(t=300\) and 400 the formula for \(u\) deviates from exact evolution by at most 0.41% of its largest modulus in that window.

Q: The formula diverges when \(D_+=0\). Does the memory survive at threshold?

A: The formula fails, but \(u\) still decays. Near the edge \(\theta\simeq\sqrt{\delta/J}\) and \(\Sigma\simeq(V^2/J)(1-i\theta)\). With \(D_+=0\) the denominator of \(G^R\) becomes \(i(V^2/J)\theta\) to leading order, so

\[
B\simeq\frac{1}{2\pi}\,\frac{2V^2\theta}{J}\,\frac{J^2}{V^4\theta^2}=\frac{J}{\pi V^2\theta}\propto\delta^{-1/2}.
\]

This is integrable, and the Riemann–Lebesgue lemma applies. The decay is slower, \(u\sim t^{-1/2}\).

Q: Now B. Show me the number that remains.

A: With \(V^2/J^2=0.64\) the equation is \(0.36x^2-1.8x+1=0\), and the root inside the unit circle is

\[
x=\frac{1.8-\sqrt{3.24-1.44}}{0.72}=0.6366 .
\]

Then \(\varepsilon_b=0.6366+1/0.6366=2.207\), and

\[
Z=\left[1+0.64\,\frac{0.4053}{0.5947}\right]^{-1}=0.696 .
\]

The surviving initial term is \(|u|^2\to Z^2=0.485\) times the initial occupation. One factor \(Z\) is the probability of entering the bound state from the level, the other that of being found on the level again. Exact evolution gives values between 0.4846 and 0.4851 in the late window.

Q: Then I prepare the level empty. \(I\) is zero at all times, and I may use the stationary formula for the leads with a clear conscience.

A: That would give the wrong occupation. \(I\) is indeed zero, but the remaining term \(G^R\Sigma^<G^A\) has its own memory. Let us evaluate it at equal times. An uncoupled lead mode has \(g_k^<(s,s')=if_ke^{-i\epsilon_k(s-s')}\), and \(\Gamma(\omega)=2\pi\sum_k|V_k|^2\delta(\omega-\epsilon_k)\), so

\[
\Sigma^<(s,s')=i\int\frac{d\omega}{2\pi}f(\omega)\Gamma(\omega)e^{-i\omega(s-s')} .
\]

With \(G^R(t,s)=-iu(t-s)\) and \(G^A(s',t)=iu^*(t-s')\), the lead part of the occupation is

\[
n_{\rm lead}(t)=\int\frac{d\omega}{2\pi}f\Gamma|\psi|^2,\qquad \psi(\omega,t)=\int_0^tds\,u(t-s)e^{-i\omega s}=e^{-i\omega t}\int_0^td\tau\,u(\tau)e^{i\omega\tau}.
\]

Away from threshold, split \(u\) into \(\sum_bZ_be^{-i\varepsilon_b\tau}\) and a continuum part \(u_c\) that falls as \(\tau^{-3/2}\). Each bound term integrates to

\[
Z_b\frac{e^{i(\omega-\varepsilon_b)t}-1}{i(\omega-\varepsilon_b)} .
\]

There is no vanishing denominator, since \(\omega\) is in the band and \(\varepsilon_b\) outside it. The continuum part converges to

\[
\int_0^\infty d\tau\,u_ce^{i\omega\tau}=i\left[G^R(\omega)-\sum_b\frac{Z_b}{\omega-\varepsilon_b}\right].
\]

The \(-1\) in each bound integral contributes \(+iZ_b/(\omega-\varepsilon_b)\), which cancels the subtraction. What is left at large \(t\) is

\[
\psi\to ie^{-i\omega t}G^R(\omega)-i\sum_b\frac{Z_be^{-i\varepsilon_bt}}{\omega-\varepsilon_b}.
\]

In \(|\psi|^2\) the cross terms between the two parts oscillate with \(\omega t\) and vanish after integration over \(\omega\), again by the Riemann–Lebesgue lemma. Therefore

\[
n_{\rm lead}(t)\to\int\frac{d\omega}{2\pi}f\Gamma\left[|G^R|^2+\left|\sum_b\frac{Z_be^{-i\varepsilon_bt}}{\omega-\varepsilon_b}\right|^2\right].
\]

The first part is the stationary formula. The second is memory of the initial state of the lead.

Q: How large is it in case B?

A: Take the chain half filled, with chemical potential 0 and \(k_BT=0.1\,J\). The stationary formula gives 0.0571 and the memory part 0.0185. The late occupation is therefore

\[
0.0571+0.0185=0.0756\quad\text{from an empty level},
\]

\[
0.0756+0.4849=0.5605\quad\text{from a full one}.
\]

In case A, by contrast, both preparations end at the stationary value 0.2496.

Q: Is there a physical reading of that second part, or is it an accident of where the integral began?

A: It comes from the initial filling of the bound state. That state has amplitude \(\sqrt Z\) on the level and \(\sqrt ZV_k^*/(\varepsilon_b-\epsilon_k)\) on lead mode \(k\), as the eigenvalue equation for that mode shows. If \(n_0\) is the initial occupation of the level, the initial occupation of the bound state is

\[
N_b=Z(n_0+L),\qquad L=\int\frac{d\omega}{2\pi}\frac{f\Gamma}{(\omega-\varepsilon_b)^2}.
\]

\(N_b\) is conserved, because the state is an eigenstate of \(H\). With one bound state our result reads

\[
n\to\int\frac{d\omega}{2\pi}f\Gamma|G^R|^2+ZN_b .
\]

So \(I\) contains the share \(Z^2n_0\), and \(G^R\Sigma^<G^A\) the share \(Z^2L\). A completely filled system tests the bookkeeping. For \(f=1\), \(L=-\Sigma'(\varepsilon_b)=1/Z-1\), so with \(n_0=1\) we have \(N_b=1\) and \(ZN_b=Z\). The continuum supplies the remaining weight \(1-Z\), and the total is 1.

Q: With two bound states, does anything settle down at all?

A: In general the occupation does not. In case C, \(2.24x^2+0.2x-1=0\), so \(x=(-0.2\pm3)/4.48\), or 0.625 and \(-0.714\). The energies are \(\varepsilon_1=-2.114\) and \(\varepsilon_2=2.225\), with weights \(Z_1=0.229\) and \(Z_2=0.325\). The survival probability

\[
|u|^2\to Z_1^2+Z_2^2+2Z_1Z_2\cos(\varepsilon_2-\varepsilon_1)t
\]

swings between \((Z_2-Z_1)^2=0.0093\) and \((Z_2+Z_1)^2=0.306\), with period \(2\pi/4.339=1.448\).

The lead term oscillates at the same frequency. Adding it, the oscillating part of the occupation is

\[
2Z_1Z_2(n_0+L_{12})\cos(\varepsilon_2-\varepsilon_1)t,\qquad L_{12}=\int\frac{d\omega}{2\pi}\frac{f\Gamma}{(\omega-\varepsilon_1)(\omega-\varepsilon_2)} .
\]

\(L_{12}\) is negative, since one energy is below the band and the other above. The amplitude is 0.0785 from an empty level. As \(2Z_1Z_2=0.1486\), this means \(L_{12}=-0.528\). From a full level the amplitude is then \(0.1486\times0.472=0.070\), with the opposite sign. Filling the level thus slightly reduces the oscillation, which \(I\) alone would not have told you. The mean occupations are 0.421 and 0.579, against 0.236 from the stationary formula.

Q: All your bound states are outside the band. Inside it there is always somewhere to leak to.

A: Not if symmetry forbids it. Let two levels, both at \(0.5\,J\), couple with the same strength \(0.6\,J\) to the end of the chain. The odd combination \(\varphi=(1,-1)/\sqrt2\) has coupling \((0.6-0.6)J/\sqrt2=0\) and stays put at an energy inside the band. The even one has squared coupling \(2\times0.36=0.72\), and since \(0.5+0.72<2\) and \(-0.5+0.72<2\) it has no bound state. A particle placed on the first level has \(u_{11}\to\tfrac12e^{-i\varepsilon_bt}\), and its survival probability tends to \(\tfrac14\). Exact evolution gives 0.2500. If you fill the even combination instead, \(\rho_0\varphi=0\) and \(I\) decays, although the bound state is there.

Q: One last doubt. Your exact evolution uses a chain of 600 sites. Every eigenstate of a finite matrix is normalizable, so by your own theorem nothing should decay.

A: Nothing does decay for good in the finite chain. A wave of energy \(2J\cos q\) moves by at most \(2J\) sites per unit time, so the main signal reflected from the far end needs about \(2\times600/2=600\) time units to return. The front of that signal is spread out and begins to arrive a few tens of time units earlier; until it does, the level behaves as if the chain were infinite. In case A, \(|u|^2\) is at most \(3.2\times10^{-9}\) between \(t=300\) and 400, but it reaches 0.061 between 600 and 680. The decay of \(I\) is a statement about leads made infinite first and times made long afterwards.

Q: Then when may I write \(G^<=G^R\Sigma^<G^A\) and evaluate it at a single frequency?

A: For this quadratic system, at long times after the leads have been made infinite, when no bound state has weight on C and the remaining spectrum is absolutely continuous. If bound states have weight on C, their initial occupations have to be specified, and with several of them also their initial coherences, such as \(\sqrt{Z_1Z_2}\,(n_0+L_{12})\) in case C, and in general both terms of the Keldysh equation have to be kept with their integrals starting at \(t=0\). A bound state that starts empty adds nothing, as with the odd combination above when only the even one is filled.

## Computed values

```
KELDYSH EQUATION, two orbitals, two leads, times to 4 hbar/J
retarded Dyson: max error 2.02e-05, step-halving ratio 4.00
lesser Dyson: max error 2.62e-05, step-halving ratio 4.00
lead term: max error 2.52e-05, step-halving ratio 4.00
initial term: max error 6.11e-06, step-halving ratio 4.00
LEVEL ON A CHAIN: energies in J, times in hbar/J
chain sites 600, k_B T = 0.1 J, mu = 0.0 J
late window: 300 to 400 hbar/J
CASE A: level = 0.5 J, V = 0.8 J, bound: 0
 |u|^2 at t=2,5,20,100: 1.030e-01, 6.862e-05, 1.086e-05, 8.370e-08
 late |u|^2: min 5.928e-10, max 3.194e-09
 stationary formula alone: n = 0.2496
 late lead term, mean: 0.2496
 its bound-state memory, mean: 0.0000
 late mean n: start empty 0.2496, start full 0.2496
 max deviation: initial 3.2e-09, lead 5.8e-10
 t^(-3/2) tail formula, relative error: 0.0041
 finite-chain revival, t=600-680: |u|^2 = 6.10e-02
CASE B: level = 1.8 J, V = 0.8 J, bound: 1
 bound energy 2.2074 J, weight Z = 0.6963
 |u|^2 at t=2,5,20,100: 4.929e-01, 4.303e-01, 4.982e-01, 4.842e-01
 late |u|^2: min 4.846e-01, max 4.851e-01
 stationary formula alone: n = 0.0571
 late lead term, mean: 0.0756
 its bound-state memory, mean: 0.0185
 late mean n: start empty 0.0756, start full 0.5605
 max deviation: initial 2.4e-04, lead 1.4e-05
CASE C: level = 0.2 J, V = 1.8 J, bound: 2
 bound energy -2.1143 J, weight Z = 0.2286
 bound energy 2.2250 J, weight Z = 0.3250
 |u|^2 at t=2,5,20,100: 1.065e-01, 2.095e-02, 2.191e-01, 2.964e-01
 late |u|^2: min 9.274e-03, max 3.065e-01
 stationary formula alone: n = 0.2358
 late lead term, mean: 0.4214
 its bound-state memory, mean: 0.1856
 late mean n: start empty 0.4214, start full 0.5794
 max deviation: initial 2.1e-04, lead 1.3e-04
 oscillation period 1.4480 hbar/J
 amplitude of n, n0=0: exact 0.0785, formula 0.0785
 amplitude of n, n0=1: exact 0.0702, formula 0.0701
threshold rule confirmed for 44 parameter pairs
BOUND STATE IN BAND: two levels 0.5 J, couplings 0.6 J
 late occupation of first level from itself: 0.2500
 bound-state formula: 0.2500
```
